# The Hurkx field-enhancement factor from tunnelling carrier tails: verification in Python

```python
"""Field enhancement of trap-assisted recombination (Hurkx factor).

Result under test: trap capture and emission are multiplied by 1 + Gamma,
  Gamma = D * integral_0^1 exp(D*u - K*u**1.5) du,
  D = depth/kT,  K = 4*sqrt(2*m)*depth**1.5/(3*hbar*e*F),
and, for a peak well inside the range,
  Gamma ~ 2*sqrt(3*pi)*f*exp(f**2),  f = F/F_G,
  F_G = sqrt(24*m*(kT)**3)/(e*hbar).
depth: trap depth below the band edge; m: tunnelling mass; F: field.
q = (e^2 F^2 hbar^2/(2m))**(1/3)/kT is the Airy energy over kT.
The complete Airy density of free carriers, relative to the classical
density, is exp(q**3/12) = exp(f**2).
Internal units: eV, nm, V/nm, masses in free-electron masses.
"""
import numpy as np
import sympy as sp
from scipy import constants as c
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import airy

H2M = c.hbar**2 / (c.m_e * c.e) * 1e18      # hbar^2/m0 in eV nm^2
KB = c.k / c.e                              # eV/K
HBAR = c.hbar / c.e                         # eV s
MVCM = 0.1                                  # 1 MV/cm in V/nm


def field_scale(mass, T):
    return np.sqrt(24 * mass * (KB * T)**3 / H2M)


def airy_ratio(F, mass, T):
    return (F**2 * H2M / (2 * mass))**(1 / 3) / (KB * T)


def gamma_reduced(D, K):
    return D * quad(lambda u: np.exp(D * u - K * u**1.5), 0, 1,
                    epsabs=0, epsrel=1e-10, limit=300)[0]


def gamma_energy(F, mass, T, depth):
    K = 4 * np.sqrt(2 * mass / H2M) * depth**1.5 / (3 * F)
    return gamma_reduced(depth / (KB * T), K)


def gamma_saddle(f):
    return 2 * np.sqrt(3 * np.pi) * f * np.exp(f**2)


def gamma_path(F, gradient, mass, T, depth, gap=np.inf):
    """Sum over turning points, with the WKB action integrated in space.

    The field falls as F - gradient*s; a finite gap gives two-band decay.
    """
    x, wx = np.polynomial.legendre.leggauss(200)
    v, wv = np.polynomial.legendre.leggauss(60)
    x, wx, v, wv = (x + 1) / 2, wx / 2, (v + 1) / 2, wv / 2
    if gradient == 0:
        s_max = depth / F
    else:
        s_max = (F - np.sqrt(F**2 - 2 * gradient * depth)) / gradient

    def drop(s):
        return F * s - gradient * s**2 / 2

    turn = s_max * x
    s = turn[:, None] * (1 - v**2)
    barrier = drop(turn)[:, None] - drop(s)
    kappa = np.sqrt(2 * mass * barrier * (1 - barrier / gap) / H2M)
    action = 2 * np.sum(kappa * 2 * turn[:, None] * v * wv, axis=1)
    slices = (F - gradient * turn) / (KB * T)
    return np.sum(wx * s_max * slices
                  * np.exp(drop(turn) / (KB * T) - action))


def airy_density(q, z_cut):
    """Free-carrier density over classical density, tail cut at z_cut."""
    def integrand(z):
        return np.exp(q * z) * airy(z)[0]**2
    low = quad(integrand, -45 / q, 0, limit=1000)[0]
    high = quad(integrand, 0, z_cut, limit=500)[0]
    return 2 * np.sqrt(np.pi * q) * (low + high)


# Example inputs: rough typical silicon values and chosen round numbers
T, gap, mass = 300.0, 1.12, 0.25
mass_t, mass_l, mass_dos = 0.19, 0.92, 1.08
eps_r, doping, ni, tau = 11.7, 1e18, 1e10, 1e-7    # cm^-3, cm^-3, s
F = 0.5 * MVCM
depth = gap / 2
kT = KB * T
FG = field_scale(mass, T)
f = F / FG
q = airy_ratio(F, mass, T)
gamma = gamma_energy(F, mass, T, depth)

# Spatial sum over turning points against the energy integral
for test_field in (0.3, 0.5, 0.9):
    a = gamma_path(test_field * MVCM, 0, mass, T, depth)
    b = gamma_energy(test_field * MVCM, mass, T, depth)
    assert abs(a / b - 1) < 1e-5

# Saddle formula with its first correction, for a very deep trap
f_test, D_test = 3.0, 150.0
q_test = (12 * f_test**2)**(1 / 3)
K_test = 4 / 3 * (D_test / q_test)**1.5
ratio = gamma_reduced(D_test, K_test) / gamma_saddle(f_test)
assert abs(ratio - (1 - 1 / (36 * f_test**2))) < 5e-4
# It is good for the example and fails once the peak nears the trap level
assert abs(gamma_saddle(f) / gamma - 1) < 0.1
F_high = 0.9 * MVCM
assert gamma_saddle(F_high / FG) > 1.2 * gamma_energy(F_high, mass, T, depth)

# Position of the integrand's maximum, found on a grid
E_grid = np.linspace(0, depth, 200001)
exponent = (E_grid / kT
            - 4 * np.sqrt(2 * mass / H2M) * E_grid**1.5 / (3 * F))
E_peak = E_grid[np.argmax(exponent)]
assert abs(E_peak - 3 * kT * f**2) < 1e-5
assert abs(exponent.max() - f**2) < 1e-6

# Complete thermal density in a linear potential: diagonalization of
# H = -d2/dx2 + x, and Airy quadrature, against exp(q^3/12)
N, L = 1201, 12.0
grid = np.linspace(-L, L, N)
h = grid[1] - grid[0]
levels, states = eigh_tridiagonal(2 / h**2 + grid,
                                  -np.ones(N - 1) / h**2)
for q_value in (1.5, q):
    local = np.sum(np.exp(-q_value * levels) * states[N // 2]**2) / h
    box = local * np.sqrt(4 * np.pi * q_value)
    assert abs(box / np.exp(q_value**3 / 12) - 1) < 1e-3
    quadrature = airy_density(q_value, 25.0)
    assert abs(quadrature / np.exp(q_value**3 / 12) - 1) < 1e-5

# Steady trap occupancy, solved symbolically
n, p, n1, p1, tn, tp, gn, gp, hn, hp, occ = sp.symbols(
    'n p n1 p1 tn tp gn gp hn hp occ', positive=True)
# gn, gp multiply capture; hn, hp multiply emission
electron_net = (gn * n * (1 - occ) - hn * n1 * occ) / tn
hole_net = (gp * p * occ - hp * p1 * (1 - occ)) / tp
occupancy = sp.solve(sp.Eq(electron_net, hole_net), occ)[0]
net = sp.simplify(electron_net.subs(occ, occupancy))
formula = (n * p - n1 * p1) / (tp / gp * (n + n1) + tn / gn * (p + p1))
assert sp.simplify(net.subs({hn: gn, hp: gp}) - formula) == 0
# Enhanced capture with bare emission would violate equilibrium
bare = net.subs({hn: 1, hp: 1, p: n1 * p1 / n})
bare_value = bare.subs({n: 2, n1: 1, p1: 1, tn: 1, tp: 1, gn: 5, gp: 5})
assert abs(float(bare_value)) > 0.1


def generation(enh_n, enh_p):
    """Generation rate in full depletion for a midgap trap, cm^-3 s^-1."""
    values = {n: 0, p: 0, n1: ni, p1: ni, tn: tau, tp: tau,
              gn: enh_n, gp: enh_p}
    return -float(formula.subs(values))


rate = generation(1 + gamma, 1 + gamma)
rate_bare = generation(1, 1)

# Effects left out of the model
eps = eps_r * c.epsilon_0
gradient = c.e * doping * 1e6 / eps * 1e-18           # V/nm^2
side_bending = F**2 / (2 * gradient)
assert side_bending > depth
built_in = 2 * kT * np.log(doping / ni)
gamma_field = gamma_path(F, gradient, mass, T, depth)
gamma_two_band = gamma_path(F, 0, mass, T, depth, gap)
gamma_t = gamma_energy(F, mass_t, T, depth)
gamma_l = gamma_energy(F, mass_l, T, depth)
gamma_valleys = (4 * gamma_t + 2 * gamma_l) / 6
lowering = 2 * np.sqrt(c.e / (4 * np.pi * eps) * 1e9 * F)
rate_coulomb = generation(1 + gamma, (1 + gamma) * np.exp(lowering / kT))


def kappa_gap(E):
    return np.sqrt(2 * mass * E * (1 - E / gap) / H2M)


action_gap = quad(lambda E: 2 * kappa_gap(E) / F, 0, gap)[0]
action_slope = quad(lambda E: 1 / (F * kappa_gap(E)), 0, gap)[0]
rate_band = (F / (np.pi * HBAR) / (4 * np.pi * action_slope)
             * np.exp(-action_gap) * 1e21)
Nc = 2 * (mass_dos * kT / (2 * np.pi * H2M))**1.5 * 1e21
assert rate_band < rate

z_depth = depth / (q * kT)
density_airy = airy_density(q, z_depth)
gamma_airy_ratio = q * quad(
    lambda z: np.exp(q * z) * (airy(z)[0] / airy(0)[0])**2, 0, z_depth)[0]

print(f"Inputs: T = {T:.0f} K, gap = {gap:.2f} eV, mass = {mass:.2f} m0")
print(f"Trap depth = {depth:.2f} eV, field = {F / MVCM:.2f} MV/cm")
print(f"Doping each side = {doping:.1e} cm^-3, permittivity = {eps_r:.1f}")
print(f"Intrinsic density = {ni:.1e} cm^-3, lifetimes = {tau * 1e9:.0f} ns")
print(f"kT = {kT * 1e3:.3f} meV")
print(f"F_G = {FG / MVCM:.4f} MV/cm = {FG * 1e9:.3e} V/m")
print(f"F/F_G = {f:.4f}, (F/F_G)^2 = {f**2:.4f}, q = {q:.4f}")
print(f"D = {depth / kT:.3f}, K = {4 / 3 * z_depth**1.5:.3f}")
print(f"Gamma, integral = {gamma:.3f}")
print(f"Gamma, closed form = {gamma_saddle(f):.3f}")
print(f"Dominant depth = {E_peak:.4f} eV = {E_peak / kT:.3f} kT")
print(f"Dominant path = {E_peak / F:.3f} nm, to trap level = "
      f"{depth / F:.2f} nm")
print(f"Field where peak reaches trap level = "
      f"{FG * np.sqrt(depth / (3 * kT)) / MVCM:.3f} MV/cm")
print(f"Generation without enhancement = {rate_bare:.3e} cm^-3 s^-1")
print(f"Generation with enhancement = {rate:.3e} cm^-3 s^-1")
print("Field (MV/cm) | Gamma integral | Gamma closed | Airy density ratio")
for field in (0.1, 0.2, 0.3, 0.5, 0.7, 0.9):
    Fi = field * MVCM
    qi = airy_ratio(Fi, mass, T)
    gi = gamma_energy(Fi, mass, T, depth)
    di = airy_density(qi, min(depth / (qi * kT), 25.0))
    assert 1 + gi > di
    print(f"  {field:.1f} | {gi:.3f} | {gamma_saddle(Fi / FG):.3f} "
          f"| {di:.3f}")
print(f"Airy density ratio at example field = {density_airy:.3f}")
print(f"(1 + Gamma)/(Airy density ratio) = {(1 + gamma) / density_airy:.3f}")
print(f"sqrt(pi) q^1.5 = {np.sqrt(np.pi) * q**1.5:.3f}")
print(f"Gamma with Ai^2(z)/Ai^2(0) as decay = {gamma_airy_ratio:.3f}")
print(f"Slice weight, Airy over closure, at turning point = "
      f"{2 * np.sqrt(np.pi / q) * airy(0)[0]**2:.4f}")
print(f"Field gradient = {gradient / MVCM:.5f} MV/cm per nm")
print(f"Total band bending = {2 * side_bending:.3f} eV, "
      f"per side = {side_bending:.3f} eV")
print(f"Built-in = {built_in:.3f} V, reverse bias = "
      f"{2 * side_bending - built_in:.3f} V")
print(f"Gamma with falling field = {gamma_field:.3f}")
print(f"Gamma with two-band decay = {gamma_two_band:.3f}")
print(f"Gamma for mass {mass_t:.2f} m0 = {gamma_t:.3f}, "
      f"for {mass_l:.2f} m0 = {gamma_l:.3f}")
print(f"Gamma averaged over six valleys = {gamma_valleys:.3f}")
for temp in (250.0, 350.0, 400.0):
    print(f"Gamma at {temp:.0f} K = "
          f"{gamma_energy(F, mass, temp, depth):.3f}")
print(f"Coulomb barrier lowering = {lowering:.4f} eV, "
      f"Boltzmann factor = {np.exp(lowering / kT):.1f}")
print(f"Generation ratio, one carrier so enhanced = "
      f"{rate_coulomb / rate:.3f}")
print(f"Band-to-band action = {action_gap:.2f}")
print(f"Direct band-to-band generation = {rate_band:.2e} cm^-3 s^-1")
print(f"1.5 x gap (rough ionization threshold) = {1.5 * gap:.2f} eV")
print(f"Doping/(band density of states) = {doping / Nc:.4f} "
      f"(density-of-states mass {mass_dos:.2f} m0)")
print("every check passed")
```

Printed output:

```
Inputs: T = 300 K, gap = 1.12 eV, mass = 0.25 m0
Trap depth = 0.56 eV, field = 0.50 MV/cm
Doping each side = 1.0e+18 cm^-3, permittivity = 11.7
Intrinsic density = 1.0e+10 cm^-3, lifetimes = 100 ns
kT = 25.852 meV
F_G = 0.3688 MV/cm = 3.688e+07 V/m
F/F_G = 1.3556, (F/F_G)^2 = 1.8376, q = 2.8042
D = 21.662, K = 28.626
Gamma, integral = 50.395
Gamma, closed form = 52.284
Dominant depth = 0.1425 eV = 5.513 kT
Dominant path = 2.850 nm, to trap level = 11.20 nm
Field where peak reaches trap level = 0.991 MV/cm
Generation without enhancement = 5.000e+16 cm^-3 s^-1
Generation with enhancement = 2.570e+18 cm^-3 s^-1
Field (MV/cm) | Gamma integral | Gamma closed | Airy density ratio
  0.1 | 1.355 | 1.792 | 1.076
  0.2 | 3.655 | 4.467 | 1.342
  0.3 | 8.565 | 9.677 | 1.938
  0.5 | 50.395 | 52.284 | 6.282
  0.7 | 415.215 | 427.218 | 36.255
  0.9 | 4110.952 | 5772.047 | 295.060
Airy density ratio at example field = 6.282
(1 + Gamma)/(Airy density ratio) = 8.182
sqrt(pi) q^1.5 = 8.323
Gamma with Ai^2(z)/Ai^2(0) as decay = 22.069
Slice weight, Airy over closure, at turning point = 0.2668
Field gradient = 0.01547 MV/cm per nm
Total band bending = 1.616 eV, per side = 0.808 eV
Built-in = 0.952 V, reverse bias = 0.664 V
Gamma with falling field = 39.380
Gamma with two-band decay = 73.677
Gamma for mass 0.19 m0 = 104.627, for 0.92 m0 = 6.151
Gamma averaged over six valleys = 71.801
Gamma at 250 K = 258.043
Gamma at 350 K = 19.595
Gamma at 400 K = 10.552
Coulomb barrier lowering = 0.1569 eV, Boltzmann factor = 432.2
Generation ratio, one carrier so enhanced = 1.995
Band-to-band action = 47.69
Direct band-to-band generation = 1.44e+11 cm^-3 s^-1
1.5 x gap (rough ionization threshold) = 1.68 eV
Doping/(band density of states) = 0.0355 (density-of-states mass 1.08 m0)
every check passed
```
